# Equivalent Oxide Thickness of a Zirconia–Alumina Capacitor Stack

## Problem

A planar memory capacitor has two metal plates separated by 6 nm of zirconia, of relative permittivity 40, and 0.5 nm of alumina, of relative permittivity 9. The equivalent oxide thickness (EOT) of this stack is the thickness of a silicon dioxide film, of relative permittivity $\varepsilon_{\text{ox}}=3.9$, that would have the same capacitance per area.

(a) Find the EOT and the capacitance per area.

(b) Find the field in each layer when 0.5 V is applied.

(c) Does the EOT change if the alumina is moved to the middle of the zirconia?

Take the plates to be flat and wide compared with their separation, so that the potential depends on the depth $z$ alone. The layers are linear and uniform, with sharp interfaces and no free charge in or between them. The electrodes are ideal metals, with no field inside them.

Label zirconia 1 and alumina 2, with thicknesses $t_1,t_2$ and relative permittivities $\varepsilon_1,\varepsilon_2$. The total thickness is $T=t_1+t_2=6.5$ nm.

## A tempting solution

The film is mostly zirconia, so it seems natural to give it an average permittivity in which each material counts according to its thickness:

$$
\bar\varepsilon=\frac{t_1\varepsilon_1+t_2\varepsilon_2}{T}
=\frac{6\times 40+0.5\times 9}{6.5}=37.62 .
$$

A uniform film of this permittivity has $C/A=\varepsilon_0\bar\varepsilon/T$. Setting this equal to $\varepsilon_0\varepsilon_{\text{ox}}/\text{EOT}$ gives

$$
\text{EOT}=\frac{\varepsilon_{\text{ox}}T}{\bar\varepsilon}
=\frac{3.9\times 6.5\ \text{nm}}{37.62}=0.674\ \text{nm}.
$$

The corresponding capacitance is 5.12 µF/cm². The alumina appears to do little harm, since it lowers the average permittivity only from 40 to 37.6.

## Where it fails

The definition of EOT was used correctly. The fault is in the average, which contains a hidden assumption about the field. To expose it, suppose that the field has the same magnitude $V/T$ in both layers. The stored energy per area would then be

$$
\frac{W}{A}=\frac{\varepsilon_0}{2}\left(\varepsilon_1t_1+\varepsilon_2t_2\right)\frac{V^2}{T^2}
=\frac12\,\frac{\varepsilon_0\bar\varepsilon}{T}\,V^2 .
$$

Comparison with $W/A=\tfrac12(C/A)V^2$ gives the capacitance of the tempting solution. The thickness average therefore describes a uniform electric field.

Such a field is not allowed here. Let it point from zirconia to alumina. The displacement $D=\varepsilon_0\varepsilon E$ would jump at the interface by

$$
D_2-D_1=\varepsilon_0(\varepsilon_2-\varepsilon_1)\frac{V}{T},
$$

and by Gauss's law this jump is a sheet of free charge. The problem states that there is none.

A limiting case shows the same fault. Let $\varepsilon_2\to\infty$ while $D$ stays finite. The field in layer 2 then vanishes, and the layer behaves as a thickening of the metal plate. What remains is a zirconia capacitor with the finite value $C/A=\varepsilon_0\varepsilon_1/t_1$. The thickness average instead predicts an infinite capacitance.

The average does have a proper use. Suppose the two materials stood side by side, each reaching from plate to plate and covering area fractions $f_1$ and $f_2$. A uniform field $V/T$ would then be parallel to their interface and would satisfy all the boundary conditions. The plate charge would be $\varepsilon_0\varepsilon_iV/T$ per area over material $i$, giving $C/A=\varepsilon_0(f_1\varepsilon_1+f_2\varepsilon_2)/T$. That is a parallel connection, whereas stacked layers are in series.

## The right solution

**The displacement.** Place the positive plate at $z=0$, against the zirconia, and the negative plate at $z=T$. Apply Gauss's law to a flat box with one face inside the positive plate and the other at some depth in the dielectric. The face in the metal carries no flux. The box encloses the charge $Q$ on plate area $A$, and no other free charge, so

$$
DA=Q,\qquad D=\frac{Q}{A}.
$$

This holds wherever the second face lies in the dielectric. Thus $D$ is the same in both layers, and the fields are

$$
E_1=\frac{D}{\varepsilon_0\varepsilon_1},\qquad
E_2=\frac{D}{\varepsilon_0\varepsilon_2},\qquad
\frac{E_2}{E_1}=\frac{\varepsilon_1}{\varepsilon_2}=\frac{40}{9}=4.44 .
$$

The change in field comes from bound charge. With $P_i=D-\varepsilon_0E_i$, the bound charge per area at the interface is $P_1-P_2=\varepsilon_0(E_2-E_1)$. It is positive here, and it raises the field on the alumina side.

**The voltage.** The potential falls along the field, so the voltage between the plates is

$$
V=\int_0^T E\,dz=E_1t_1+E_2t_2
=\frac{D}{\varepsilon_0}\,S,\qquad
S=\frac{t_1}{\varepsilon_1}+\frac{t_2}{\varepsilon_2}.
$$

Since $C=Q/V$ and $Q/A=D$,

$$
\frac{C}{A}=\frac{D}{V}=\frac{\varepsilon_0}{S}.
$$

**The EOT.** A silicon dioxide film of thickness EOT has $C/A=\varepsilon_0\varepsilon_{\text{ox}}/\text{EOT}$. Equating the two capacitances and cancelling $\varepsilon_0$ gives

$$
\frac{\varepsilon_{\text{ox}}}{\text{EOT}}=\frac1S
\quad\Longrightarrow\quad
\text{EOT}=\varepsilon_{\text{ox}}\left(\frac{t_1}{\varepsilon_1}+\frac{t_2}{\varepsilon_2}\right).
$$

### (a) EOT and capacitance

The two terms of $S$ are

$$
\frac{6\ \text{nm}}{40}=0.15000\ \text{nm},\qquad
\frac{0.5\ \text{nm}}{9}=0.05556\ \text{nm},
$$

so $S=0.20556$ nm. Multiplying each term by 3.9 gives

$$
\text{EOT}=0.5850\ \text{nm}+0.2167\ \text{nm}=0.8017\ \text{nm}\approx 0.80\ \text{nm}.
$$

The capacitance per area is $\varepsilon_0/S=4.31$ µF/cm². (With $\varepsilon_0$ in F/m and $S$ in metres, the quotient is in F/m², and 1 F/m² is 100 µF/cm².)

The extra digits serve to follow the arithmetic. If the alumina thickness is known only to the nearest 0.1 nm, it may be off by 0.05 nm, which alone shifts the EOT by $3.9\times0.05/9\approx0.02$ nm. The permittivities are assumed values and can matter more: with 35 in place of 40 for zirconia the EOT is 0.885 nm, and with 7 in place of 9 for alumina it is 0.864 nm. Using a bulk permittivity for a film only 0.5 nm thick is itself an assumption.

### (b) Fields

From $V=DS/\varepsilon_0$, the field in layer $i$ is $E_i=V/(\varepsilon_iS)$. With 1 V/nm equal to 10 MV/cm,

$$
E_1=\frac{0.5\ \text{V}}{40\times0.20556\ \text{nm}}=0.608\ \text{MV/cm},\qquad
E_2=\frac{0.5\ \text{V}}{9\times0.20556\ \text{nm}}=2.70\ \text{MV/cm}.
$$

The voltage across layer $i$ is $E_it_i=V(t_i/\varepsilon_i)/S$. Its fraction of the total voltage equals its fraction of the EOT. For alumina this is $0.05556/0.20556=27.0\,\%$, although the layer makes up 7.7 % of the thickness. It takes 0.135 V, and the zirconia takes 0.365 V.

### (c) Position of the alumina

Moving the alumina to the middle splits the zirconia into two films of 3 nm. Their contributions add to

$$
\frac{3\ \text{nm}}{40}+\frac{3\ \text{nm}}{40}=\frac{6\ \text{nm}}{40},
$$

so $S$ and the EOT are unchanged. The field in each material is unchanged too, because $D=\varepsilon_0V/S$ is the same. This holds for fixed permittivities. In a real film the permittivity of zirconia depends on its crystal phase, which the position of the alumina can alter, and the model does not describe that effect.

## The size and sign of the error

The correct uniform replacement for the stack has a permittivity $\varepsilon_{\text{eff}}$ defined by $\varepsilon_0\varepsilon_{\text{eff}}/T=\varepsilon_0/S$. Hence $\varepsilon_{\text{eff}}=T/S=31.6$, well below the thickness average of 37.6.

The ratio of the correct EOT, $\varepsilon_{\text{ox}}S$, to the mistaken one, $\varepsilon_{\text{ox}}T/\bar\varepsilon$, is $S\bar\varepsilon/T$. Inserting $\bar\varepsilon$ and multiplying out gives

$$
\begin{aligned}
\frac{S\bar\varepsilon}{T}
&=\frac{1}{T^2}\left(\frac{t_1}{\varepsilon_1}+\frac{t_2}{\varepsilon_2}\right)(t_1\varepsilon_1+t_2\varepsilon_2)\\
&=\frac{1}{T^2}\left[t_1^2+t_2^2+t_1t_2\left(\frac{\varepsilon_1}{\varepsilon_2}+\frac{\varepsilon_2}{\varepsilon_1}\right)\right].
\end{aligned}
$$

Now use $t_1^2+t_2^2=T^2-2t_1t_2$ and combine the terms in $t_1t_2$:

$$
\frac{S\bar\varepsilon}{T}
=1+\frac{t_1t_2}{T^2}\,\frac{(\varepsilon_1-\varepsilon_2)^2}{\varepsilon_1\varepsilon_2}.
$$

The added term cannot be negative. The thickness average therefore never gives too large an EOT for this kind of stack, and it is correct when the permittivities are equal or one layer is absent. Here the term is

$$
\frac{6\times0.5}{6.5^2}\times\frac{31^2}{40\times9}=0.19 .
$$

The mistaken capacitance is thus 19 % too high relative to the correct capacitance. The mistaken EOT is 16 % too low relative to the correct EOT.

The sign also follows from an energy principle. Let $\phi_0$ be the true potential and $\phi_0+\eta$ a trial potential with the same plate values, so that $\eta=0$ at both plates. Then

$$
\frac{W[\phi_0+\eta]}{A}=\frac{W[\phi_0]}{A}
+\varepsilon_0\int_0^T\varepsilon\,\phi_0'\eta'\,dz
+\frac{\varepsilon_0}{2}\int_0^T\varepsilon\,\eta'^2\,dz .
$$

In the middle term $\varepsilon_0\varepsilon\phi_0'=-D$ is constant, which leaves $-D[\eta(T)-\eta(0)]=0$. The last term is not negative, so the true potential has the least energy. A uniform field is one of the trial potentials. It stores too much energy at the given voltage and so implies too large a capacitance.

This principle gives a way to find the EOT without the series formula: minimize the energy numerically for the stack, then vary the thickness of an oxide film until its capacitance agrees. The numerical output lists the result, 0.8017 nm, for the original stack and for the one with alumina in the middle.

## What the alumina costs

Differentiating the EOT with respect to one thickness gives $\partial\,\text{EOT}/\partial t_i=\varepsilon_{\text{ox}}/\varepsilon_i$. An extra 0.1 nm of zirconia adds 0.010 nm to the EOT, while an extra 0.1 nm of alumina adds 0.043 nm.

The alumina also limits what a better main dielectric could achieve. If $\varepsilon_1\to\infty$ with the alumina unchanged, the EOT falls towards 0.217 nm and not towards zero. In the opposite limit, $t_2\to0$, the zirconia alone gives 0.585 nm.

## When the formula must be changed

**Interfacial layers.** A thin region of low permittivity at an electrode, with thickness $t_d$ and permittivity $\varepsilon_d$, is another layer in series. It adds $\varepsilon_{\text{ox}}t_d/\varepsilon_d$ to the EOT. The value of 0.80 nm contains no such term. Real electrodes act in the same way. If the field decays into the metal over a length $\ell$ in a background of relative permittivity $\varepsilon_m$, the voltage drop there is $D\ell/(\varepsilon_0\varepsilon_m)$, and each plate adds $\varepsilon_{\text{ox}}\ell/\varepsilon_m$ to the EOT. An illustrative value $\ell/\varepsilon_m=0.01$ nm at both plates adds 0.078 nm, about a third of the alumina term.

**Fixed interface charge.** A fixed free charge $\sigma$ per area between the layers makes the displacement in layer 2 equal to $D+\sigma$, where $D$ is still the charge per area on the positive plate. The voltage becomes

$$
V=\frac{D}{\varepsilon_0}S+\frac{\sigma t_2}{\varepsilon_0\varepsilon_2}.
$$

The charge shifts the voltage, but the differential capacitance $dD/dV=\varepsilon_0/S$ remains the same. The EOT defined from that capacitance is unaffected.

**Curved electrodes.** On a long cylinder of inner radius $a$ with charge $\lambda$ per length on the inner electrode, Gauss's law gives $D=\lambda/(2\pi r)$. If layer $i$ extends from $r_{i-1}$ to $r_i$, with $r_0=a$, integrating $D/(\varepsilon_0\varepsilon_i)$ through the layers gives

$$
V=\frac{\lambda}{2\pi\varepsilon_0}\sum_i\frac{1}{\varepsilon_i}\ln\frac{r_i}{r_{i-1}} .
$$

When the whole film is thin compared with $a$, each logarithm is approximately $t_i/a$. The capacitance per inner area, $\lambda/(2\pi aV)$, then returns to $\varepsilon_0/S$. The approach is slow. For this 6.5 nm film the EOT referred to the inner area is 0.77 to 0.78 nm at $a=100$ nm. At $a=10$ nm it is 0.59 nm with the alumina outside and 0.65 nm with the alumina inside, against the planar 0.80 nm. For a thicker film the order of the layers matters: a layer of given thickness has a larger logarithm at a smaller radius. Alumina then lowers the capacitance more when it lies against the inner electrode than when it lies against the outer one.

## Values computed for the example and the checks

```
Zirconia thickness: 6.0 nm
Zirconia relative permittivity: 40.0 (no unit)
Alumina thickness: 0.5 nm
Alumina relative permittivity: 9.0 (no unit)
Oxide relative permittivity: 3.9 (no unit)
Zirconia t/eps: 0.15000 nm
Alumina t/eps: 0.05556 nm
Sum of t/eps: 0.20556 nm
EOT part of zirconia (EOT without alumina): 0.5850 nm
EOT part of alumina: 0.2167 nm
EOT of stack, formula: 0.8017 nm
EOT of stack, energy minimization: 0.8017 nm
EOT with alumina in the middle, solved: 0.8017 nm
Capacitance per area: 4.307 uF/cm^2
Total physical thickness: 6.5 nm
Alumina share of thickness: 7.7 %
Alumina share of EOT and voltage: 27.0 %
Effective relative permittivity: 31.62 (no unit)
Bias: 0.5 V
Voltage across alumina: 0.1351 V
Voltage across zirconia: 0.3649 V
Field in zirconia: 0.608 MV/cm
Field in alumina: 2.703 MV/cm
Field ratio alumina/zirconia: 4.444 (no unit)
Extra thickness considered: 0.1 nm
EOT cost if added as zirconia: 0.00975 nm
EOT cost if added as alumina: 0.04333 nm
Mistaken mean permittivity: 37.62 (no unit)
Mistaken EOT from that mean: 0.6739 nm
Mistaken capacitance: 5.124 uF/cm^2
```
